\section*{Why Stevens operators miss the sixth-rank crystal field in Sm3+}

\section{Definitions and conventions}

Gaussian units are used, angular momenta are in units of $\hbar$, and energies are in cm$^{-1}$. Sm$^{3+}$ ($4f^5$) is taken in its Hund term $^6H$, $L=5$, $S=5/2$, with
\begin{equation}
H=\lambda\,\mathbf L\cdot\mathbf S+V,\qquad V=\sum_{kq}B^k_q\,C^k_q,\qquad C^k_q=\sum_{i=1}^5\sqrt{\tfrac{4\pi}{2k+1}}\,Y_{kq}(\hat{\mathbf r}_i).
\end{equation}
Since $2\mathbf L\cdot\mathbf S=J(J+1)-L(L+1)-S(S+1)$, neighbouring levels are separated by $\lambda J$. For $\lambda>0$ the ground level is $J=5/2$, and $\Delta\equiv E_{7/2}=7\lambda/2$, with $E_{J'}$ measured from the ground level. The moment is $\boldsymbol\mu=-\mu_B\mathbf m$, with $\mu_B=e\hbar/2mc$ and $\mathbf m=\mathbf L+2\mathbf S=\mathbf J+\mathbf S$. $P$ projects on $J=5/2$ and $Q=1-P$. The Stevens method replaces $V$ by $PVP$ and $\mathbf m$ by $g_J\mathbf J$.

The field is hexagonal, $V_6=B^6_0C^6_0+B^6_6(C^6_6+C^6_{-6})$ with real coefficients. It conserves $M$ modulo 6, and the six ground states have six different residues, so each keeps its label $M$. For a Kramers doublet, $g_\parallel=2\langle M|m_z|M\rangle$ and $g_\perp=2|\langle M|m_x|{-M}\rangle|$ with $M>0$. Triples refer to $M=5/2,3/2,1/2$. The round model parameters are $\Delta=1000$ (the rough size of the gap in Sm$^{3+}$), $B^6_0=\pm500$, $B^6_6=400$ and $B^4_0=1000$.

\section{The rank rule}

The operators $|J'M'\rangle\langle JM|$ transform as $J'\otimes J$, which contains each rank from $|J-J'|$ to $J+J'$ once. Different ranks are orthogonal under the trace. Three consequences follow.

(i) Within $J=5/2$ the ranks are $0,\dots,5$, so $PC^6_qP=0$ for every $q$. The operator equivalent is correct and equal to zero.

(ii) Rank 6 connects $5/2$ to $J'$ if $5/2+J'\ge6$ and $J'-5/2\le6$, which admits all of $J'=7/2,\dots,15/2$.

(iii) $J_z^n$ is a product of $n$ vectors and holds ranks $\le n$. Hence $1,\dots,J_z^k$ span the same $(k+1)$-dimensional space as $T^0_0,\dots,T^k_0$, and the diagonal of $T^k_0$ is a polynomial of degree $k$ in $M$, orthogonal over the $M$ values to all lower polynomials and therefore of parity $(-1)^k$. For $k=2J$ there are $k+1$ points, and the orthogonal vector is the $k$-th difference stencil $(-1)^r\binom kr$.

\section{The field in the term and the ground level}

For one $f$ electron, (iii) gives $\langle m|C^6_0|m\rangle\propto(1,-6,15,-20)$ for $|m|=3,\dots,0$. The scale comes from $|Y_{33}|^2=\frac{35}{64\pi}(1-x^2)^3$ with $x=\cos\theta$. Only the term $-x^6=-\frac{16}{231}P_6+\dots$ overlaps $P_6$, and $\int P_6^2dx=2/13$, so
\begin{equation}
\langle 3|C^6_0|3\rangle=2\pi\cdot\frac{35}{64\pi}\cdot\Big(-\frac{16}{231}\Big)\frac{2}{13}=-\frac{5}{429}.
\end{equation}
The elements are $(-5,30,-75,100)/429$, with zero trace. In $|M_L{=}5,M_S{=}\frac52\rangle$ all spins are up and $m=-2,-3$ are empty, so the expectation is the trace minus the empty orbitals, $v(5)=-(30-5)/429=-25/429$. $V$ commutes with $\mathbf S$, so $v$ does not depend on $M_S$. For the other $M_L$, (iii) requires an even polynomial of degree 6. The polynomial $o=(11M_L^6-415M_L^4+3764M_L^2-4800)/120$ takes the values $(15,-48,29,36,-12,-40)$ for $M_L=5,\dots,0$, and it is orthogonal to $1$, $M_L^2$, $M_L^4$:
\begin{align}
-40+2(15-48+29+36-12)&=0,\nonumber\\
375-768+261+144-12&=0,\nonumber\\
9375-12288+2349+576-12&=0.\nonumber
\end{align}
Three conditions on four coefficients fix it up to scale, so $v(M_L)=-\frac{5}{1287}\,o(M_L)$. The single determinant with $M_L=4$ (empty $-3,-1$) gives $80/429$ directly, in agreement.

Write $|\frac52\frac52\rangle=\sum a_{M_L}|M_L,\frac52-M_L\rangle$. In $(L_++S_+)|\frac52\frac52\rangle=0$ the coefficient of $|M_L+1,\frac52-M_L\rangle$ is
\begin{equation}
a_{M_L}\sqrt{(5-M_L)(6+M_L)}+a_{M_L+1}\sqrt{(1+M_L)(5-M_L)}=0 .
\end{equation}
Thus $a^2_{M_L+1}/a^2_{M_L}=(6+M_L)/(1+M_L)$, and the normalized weights are $(252,126,56,21,6,1)/462$ for $M_L=5,\dots,0$, that is $M_S=-\frac52,\dots,\frac52$. The products of $462a^2$ with $o$ are $(3780,-6048,1624,756,-72,-40)$. Their sum is zero, which is (i) seen as a cancellation. Further,
\begin{align}
\langle S_z\rangle&=\frac{-630-189-28+10.5+9+2.5}{462}=-\frac{25}{14},\\
\langle S_z^2\rangle&=\frac{6300+1134+56+21+54+25}{4\cdot462}=\frac{115}{28}.
\end{align}
Rank 1 occurs once in $P$, so $P\mathbf SP=(g_J-1)\mathbf J$, and $g_J=1-\frac{25}{14}\cdot\frac25=\frac27$.

$\mathbf J$ does not leave $P$, so $Q\mathbf mP=Q\mathbf SP$. A vector reaches $J'=3/2,5/2,7/2$, and $^6H$ has no $J=3/2$, so $Q\mathbf SP$ lies wholly in $J'=7/2$. At $M=5/2$ its squared norm is the variance $\frac{115}{28}-\frac{625}{196}=\frac{45}{49}$. The $M$ dependence is that of the Clebsch--Gordan coefficient $\langle\frac52M;10|\frac72M\rangle^2=(\frac{49}4-M^2)/21$, whose numerator is 6 at $M=5/2$. Hence
\begin{equation}
s_M^2\equiv|\langle\tfrac72M|S_z|\tfrac52M\rangle|^2=\tfrac{15}{98}\big(\tfrac{49}{4}-M^2\big),\qquad s_M=(0.9583,\,1.2372,\,1.3553).
\end{equation}

\section{First contribution: the moment, linear in $B^6$}

To first order $|\tilde M\rangle=|M\rangle-\sum_{J'}E_{J'}^{-1}P_{J'}V_6|M\rangle$. Between such states $\mathbf m$ gains two cross terms, and in each $Q\mathbf mP$ selects $J'=7/2$:
\begin{equation}
\delta\mathbf m=-\frac1\Delta\big(PV_6Q\,\mathbf SP+P\mathbf S\,QV_6P\big).
\end{equation}
Put $Q=1-P$. The terms with $P$ contain $PV_6P=0$, and $V_6$ commutes with $\mathbf S$, so
\begin{equation}
\delta\mathbf m=-\frac{2}{\Delta}\,PV_6\,\mathbf S\,P .
\end{equation}
The product $C^6_qS_\mu$, with $S_0=S_z$ and $S_{\pm1}=\mp S_\pm/\sqrt2$, contains ranks 5, 6 and 7, and $P$ removes 6 and 7. Therefore $PC^6_qS_\mu P=\langle6q;1\mu|5\,q{+}\mu\rangle T^5_{q+\mu}$ with one tensor $T^5$. No rescaling of $g_J\mathbf J$, which has rank 1, can represent this. Orthogonality of ranks gives $\mathrm{Tr}(Pm_zP\,\delta m_z)=0$, so the Curie constant of the whole sextet (splitting $\ll k_BT\ll\Delta$) is unchanged at first order. The effect resides in the separate doublets.

\subsection*{Axial component}
By (iii), $\langle M|C^6_0S_z|M\rangle=\kappa\,p_5(M)$ with $p_5=(1,-5,10)$, odd in $M$. At $M=5/2$ the six products above are multiplied by $M_S$:
\begin{equation}
\kappa=-\frac{5}{1287}\cdot\frac{-9450+9072-812+378-108-100}{462}=\frac{5}{1287}\cdot\frac{1020}{462}=\frac{850}{99099},
\end{equation}
or $\kappa=0.0085773$, and
\begin{equation}
g_\parallel(M)=2g_JM-4\kappa\,p_5(M)\,B^6_0/\Delta .
\end{equation}

\subsection*{Transverse components}
The closed forms for $j\otimes1\to j-1$ give $\langle60;10|50\rangle=-\sqrt{6/13}$, $\langle60;11|51\rangle=\sqrt{5/26}$ and $\langle66;1\,{-1}|55\rangle=\sqrt{11/13}$. The first fixes $\langle M|T^5_0|M\rangle=t\,p_5$ with $t=-\kappa\sqrt{13/6}$. The ladder rule is $[J_+,T^5_q]=\sqrt{30-q(q+1)}\,T^5_{q+1}$.

For $M=\frac12$, $\langle\frac12|J_+|{-\frac12}\rangle=3$ gives $\sqrt{30}\langle\frac12|T^5_1|{-\frac12}\rangle=3(-10t-10t)=-60t$. Then
\begin{equation}
\langle\tfrac12|C^6_0S_{+1}|{-\tfrac12}\rangle=-\frac{60t}{\sqrt{30}}\sqrt{\frac5{26}}=\frac{60\kappa}{\sqrt{72}}=5\sqrt2\,\kappa .
\end{equation}
The raising part of $S_x$ is $S_+/2=-S_{+1}/\sqrt2$, so the element of $C^6_0S_x$ is $-5\kappa$ and that of $\delta m_x$ is $+10\kappa B^6_0/\Delta$. It adds to $g_J\cdot\frac32=\frac37$:
\begin{equation}
g_\perp(\tfrac12)=\tfrac67+20\kappa B^6_0/\Delta .
\end{equation}

For $M=\frac52$ the change in $M$ is 5, which among the terms of $V_6S_x$ is supplied by $C^6_6S_-/2=C^6_6S_{-1}/\sqrt2$ alone. Five commutators multiply $T^5_5$ by $\sqrt{30\cdot28\cdot24\cdot18\cdot10}=120\sqrt{252}$. Expanded, they are $\sum_r(-1)^r\binom5rJ_+^{5-r}T^5_0J_+^r$. Each term carries the full chain of $J_+$ elements, $\sqrt{5\cdot8\cdot9\cdot8\cdot5}=120$, and $p_5(-\frac52+r)=-(-1)^r\binom5r$. With $\sum_r\binom5r^2=252$,
\begin{equation}
\langle\tfrac52|T^5_5|{-\tfrac52}\rangle=\frac{-120\cdot252\,t}{120\sqrt{252}}=\kappa\sqrt{\frac{13\cdot252}{6}} .
\end{equation}
Multiplying by $\sqrt{11/13}$ gives $\kappa\sqrt{462}$, dividing by $\sqrt2$ gives $\kappa\sqrt{231}$, and
\begin{equation}
g_\perp(\tfrac52)=4\sqrt{231}\,\kappa\,|B^6_6|/\Delta=0.52145\,|B^6_6|/\Delta .
\end{equation}
The Stevens value is zero, because $J_x$ changes $M$ by one. Physically, $B^6_6$ admixes $|\frac72,\mp\frac72\rangle$ into $|\frac52,\pm\frac52\rangle$, and $S_x$ connects that admixture to the partner $|\frac52,\mp\frac52\rangle$.

\subsection*{Numbers}
Only $J'=7/2$ survives between $C^6_0$ and $S_z$, so $|\langle\frac72M|C^6_0|\frac52M\rangle|=\kappa|p_5|/s_M=(0.00895,0.03466,0.06329)$. For $M=\frac12$ and $B^6_0=500$ the admixed amplitude is $0.06329\times500/1000=0.03164$, a weight of $0.00100$. The moment shift is linear in the amplitude, $2\times0.03164\times1.3553=0.0858$, which is 60\% of $g_JM=0.1429$. The ratio is large because $s_{1/2}=1.36$ is about ten times $g_JM$, in which orbital and spin parts nearly cancel. In terms of $g$, $0.2857-0.34309\times0.5=0.1142$.
\begin{center}
\begin{tabular}{lccc}
$g_\parallel$ & $5/2$ & $3/2$ & $1/2$\\
Stevens & 1.4286 & 0.8571 & 0.2857\\
first order, $+500$ & 1.4114 & 0.9429 & 0.1142\\
$J\le7/2$ (14 states), $+500$ & 1.4109 & 0.9389 & 0.1098\\
whole term (66 states), $+500$ & 1.4125 & 0.9356 & 0.1094\\
whole term, $-500$ & 1.4467 & 0.7636 & 0.4518
\end{tabular}
\end{center}
For $M=\frac12$ the part odd in $B^6_0$ is $(0.4518-0.1094)/2=0.1712$, against $20\kappa=0.1715$ from first order. The first-order values $0.1142$ and $0.4573$ both exceed the diagonalized ones, by $0.0048$ and $0.0055$, so the remainder is mostly even in the field. The axial moment falls from $0.1429\,\mu_B=1.32\times10^{-21}$ to $0.0547\,\mu_B=5.07\times10^{-22}$ erg/G. At first order it changes sign at $B^6_0/\Delta=0.2857/0.34309=0.83$. Also $g_\perp(\frac12)=0.8571+0.17155\times0.5=0.9429$ (diagonalized $0.9390$), and with $B^6_6=400$ added, $g_\perp(\frac52)=0.52145\times0.4=0.2086$ (diagonalized $0.2072$). These $g_\perp$ describe the Zeeman splitting while the Zeeman energy is small against the doublet separations, which here lie between 0.2 and 1.7 cm$^{-1}$. The numerical check tests the slopes by finite differences of the diagonalization and finds that the slope of $g_\parallel$ is unchanged when $J'\ge9/2$ is dropped and vanishes when $J'=7/2$ is dropped.

\section{Second contribution: the levels, quadratic in $B^6$}

For $V=B^6_0C^6_0$ no vector operator restricts the intermediate state:
\begin{equation}
\delta E(M)=-(B^6_0)^2\sum_{J'}\frac{R_{J'}^2}{E_{J'}}\begin{pmatrix}J'&6&\frac52\\-M&0&M\end{pmatrix}^{2},\quad R_{J'}^2=6(2J'+1)\begin{Bmatrix}5&J'&\frac52\\ \frac52&5&6\end{Bmatrix}^2R_L^2 .
\end{equation}
This is the Wigner--Eckart theorem with the recoupling rule for an orbital operator, and it is tested against explicit projection. The squared $3j$ symbols sum over $M$ to $1/13$. Applied to $L=5$ this gives $R_L^2=13\sum v^2=13\,(5/1287)^2\,[1600+2(225+2304+841+1296+144)]=2.2015$. For $J'=7/2,\dots,15/2$, $R^2_{J'}=(0.13747,0.52872,0.43506,0.09517,0.00440)$. Closure checks the set: $\sum_qC^{6\dagger}_qC^6_q$ is the scalar $R_L^2/11$ in the term, and its trace over six states is $\frac6{11}\times2.2015=1.2008$, the sum of the five values. With $E_{J'}=(1000,2285.7,3857.1,5714.3,7857.1)$ and $B^6_0=500$:
\begin{center}
\begin{tabular}{lccc}
$\delta E$ via & $5/2$ & $3/2$ & $1/2$\\
$7/2$ & $-0.020$ & $-0.300$ & $-1.001$\\
$9/2$ & $-0.337$ & $-1.415$ & $-0.472$\\
$11/2$ & $-0.526$ & $-0.329$ & $-0.230$\\
$13/2$ & $-0.109$ & $-0.004$ & $-0.047$\\
$15/2$ & $-0.002$ & $-0.003$ & $-0.000$\\
sum & $-0.994$ & $-2.051$ & $-1.750$\\
66 states & $-0.977$ & $-2.011$ & $-1.767$\\
14 states & $-0.021$ & $-0.285$ & $-1.031$
\end{tabular}
\end{center}
The last entry of the first row is $-(0.06329\times500)^2/1000$. The mean over the six states is $-(B^6_0)^2\sum R^2_{J'}/(78E_{J'})$. $R^2_{9/2}$ is $3.85$ times $R^2_{7/2}$ while its denominator is $2.29$ times larger, so $9/2$ supplies 46\% of the mean shift and $7/2$ supplies 28\%. Mixing with $^6H_{7/2}$ therefore accounts for the whole linear change of the moment but for a minority of the mean level shift. Truncation to 14 states also puts $M=\frac12$ lowest, whereas the whole term puts $M=\frac32$ lowest. The second-order sum differs from the 66-state result by 1 to 2\% of the latter. The average over $\pm500$ at $M=\frac32$, $-(2.0111+2.0912)/2=-2.051$, recovers the sum, so that residual is mostly odd in the field.

The overall splitting is $2.011-0.977=1.034$ cm$^{-1}=1.49$ K. Three Kramers doublets can be fitted by $E_0+b_{20}O^0_2+b_{40}O^0_4$, with $O^0_2=(10,-2,-8)$ and $O^0_4=60(1,-3,2)$, and the fit gives $E_0=-1.585$, $b_{20}=0.0499$, $b_{40}=0.0018$. The Stevens form survives, but these coefficients arise with $B^2=B^4=0$, so a fit within $J=5/2$ would misassign their origin. $B^6_6$ has no operator in $P$, yet it moves the levels through intermediate states $M\pm6$: with $B^6_6=400$ the shifts become $(-3.83,-4.43,-2.72)$.

\section{Third contribution: interference with rank 4}

With $V=B^4_0C^4_0+B^6_0C^6_0$ the squared element contains a cross term linear in $B^6_0$:
\begin{equation}
\delta E_{46}(M)=-2B^4_0B^6_0\sum_{J'}\frac{\langle\frac52M|C^4_0|J'M\rangle\langle J'M|C^6_0|\frac52M\rangle}{E_{J'}} .
\end{equation}
Each $J'$ term is traceless by orthogonality of ranks 4 and 6, so it alters splittings and leaves the mean unchanged. For $B^4_0=1000$, $B^6_0=500$ it is $(3.42,1.81,-5.23)$. The half-differences of the diagonalized levels for $\pm500$ are $(11.824-5.222)/2=3.30$, $(-62.368+66.736)/2=2.18$ and $(25.548-36.640)/2=-5.55$. The second-order values miss these by 4, 17 and 6\% of the half-differences. The odd part present without $B^4_0$ is at most $0.04$, so most of the miss comes from higher-order terms containing $B^4_0$. The shifts from the cross term span a range of $3.42+5.23=8.7$ cm$^{-1}$, against $2.051-0.994=1.06$ for the quadratic term. Rank 4 mixes $J$ as well: its Stevens levels $(18.76,-56.28,37.52)$ become $(9.63,-62.30,32.96)$. Through the same cross terms with $J'=7/2$ it also changes the moment linearly in $B^4_0$, and by more than rank 6 does for the present parameters: the linear change of $g_\parallel$ is $(+0.29,-0.39,-0.29)$ for $B^4_0=1000$, against $(-0.017,+0.086,-0.172)$ for $B^6_0=500$. A rank-2 field acts likewise, with $(+0.59,+0.59,+0.24)$ for $B^2_0=1000$. The $g$ values given elsewhere in this text refer to $B^2=B^4=0$, and in a crystal with all three ranks the rank-6 part need not be the largest.

\section{Beyond the pure term}

The rank rule uses only $J$, so (i) holds for any free-ion level with $J=5/2$. In intermediate coupling $\mathbf m$ reaches $J'=3/2,5/2,7/2$ and $V_6$ reaches $J'\ge7/2$, so the linear moment change runs through $J'=7/2$ levels and remains of rank 5. The check diagonalizes all $f^5$ determinants with Coulomb and spin--orbit interaction. With the Coulomb part scaled up it reproduces the hexagonal levels and $g$ values of the term model. With round parameters of rough Sm$^{3+}$ size, $F^2,F^4,F^6=80000,55000,40000$ and $\zeta=1200$, the tests confirm $PC^6_qP=0$ and the ratio $1:-5:10$.

To first order in $\zeta$, the stretched determinant gives $\zeta\cdot\frac12\cdot5=\lambda\cdot5\cdot\frac52$, so $\lambda=\zeta/5$ and $\Delta=7\zeta/10=840$. The computed gap is 1090, the excess being of higher order in $\zeta$, and $g_J=0.300$. The slope of $g_\parallel(\frac12)$ is $-0.332$ per 1000 cm$^{-1}$, against $-0.343$ in the term model. The lowest $J=7/2$ level supplies $1.0016$ of it, so the others give a net $-0.16\%$. At $B^6_0=500$, $g_\parallel(\frac12)$ drops from $0.300$ to $0.129$, and the hexagonal $g_\perp(\frac52)$ is $0.199$. In that hexagonal case the doublets $M=\frac52$ and $\frac32$ lie only $0.02$ cm$^{-1}$ apart, which equals $\mu_B$ times a field of about 400 G, so this $g_\perp$ describes the Zeeman splitting only in weak fields. For these parameters the two models differ by 3\% in the slope, by 0.020 in $g_\parallel(\frac12)$ and by 0.008 in $g_\perp(\frac52)$. The digits belong to the chosen set: with $F^2,F^4,F^6=79805,57175,40250$ and $\zeta=1176$ the gap is 1060, the slope $-0.341$ and $g_\parallel(\frac12)=0.124$ at $B^6_0=500$.

The levels change more. The shifts are $(-1.20,-2.67,-2.70)$, larger than in the term model, and $M=\frac12$ now lies $0.03$ cm$^{-1}$ below $M=\frac32$. Rank 6 can connect $^6H$ to $^6F$, since $5+3\ge6$. In the second-order sum over the $f^5$ levels, those of mainly $^6F$ character contribute $(-0.14,-0.59,-0.79)$, which is most of the increase. With these parameters the two lower doublets are nearly degenerate, and their order is decided by the small part odd in the field: it is reversed relative to the term model at $B^6_0=+500$, while at $B^6_0=-500$ the doublet $M=\frac32$ is lowest in both models.

The perturbative formulas require a small admixture, $0.063\,|B^6_0|\ll\Delta$, and the corresponding condition for $B^6_6$. This ratio is not the relative error: at $B^6_0=500$ it is $0.032$, while the first-order shifts of $g_\parallel$ miss the diagonalized ones by 3 to 9\%. Neglecting the thermal population of $J=7/2$ requires $k_BT\ll\Delta$. For the susceptibility this is not enough: the mean of $s_M^2$ over the sextet is $10/7$, so the magnetic field's own mixing with $J=7/2$ adds a temperature-independent term $20\mu_B^2/7\Delta$, which equals the Curie term $g_J^2J(J+1)\mu_B^2/3k_BT=5\mu_B^2/21k_BT$ at $k_BT=\Delta/12$. As $\lambda\to\infty$ the contributions above vanish as $1/\lambda$ and the Stevens result returns. In a symmetry that does not keep the six $M$ apart, $\delta\mathbf m=-(2/\Delta)PV_6\mathbf SP$ still holds at first order, but it must be evaluated in the eigenstates of the effective Hamiltonian within $P$. When $V_6$ acts alone, that Hamiltonian starts at second order. If symmetry does not fix its eigenstates, it is needed through third order: the third-order term can rotate the states at first order in $B^6$, and the $g_J\mathbf J$ part then contributes to the linear change of the doublet $g$ values as well. The $\Gamma_7$ doublet of a cubic field is fixed by symmetry and has no such contribution.

\section*{Calculated quantities}
\begin{verbatim}
inputs D, lam, B60, B66, B40 (cm^-1): 1000.00 285.71 500.00 400.00 1000.00
E(J'=7/2..15/2) (cm^-1): 1000.0 2285.7 3857.1 5714.3 7857.1
<m|C60|m>, m=3..0: [-5/429, 10/143, -25/143, 100/429]
v(ML=5..0): [-25/429, 80/429, -145/1287, -20/143, 20/429, 200/1287]  R_L^2 = 2.20150
462*weights ML=5..0: [252, 126, 56, 21, 6, 1]  gJ = 2/7
max |P C6q P| = 1.5e-15
kappa = 850/99099 = 0.0085773; 4k, 20k, 40k, 4sqrt231 k = 0.03431 0.17155 0.34309 0.52145
triples below are for M = 5/2, 3/2, 1/2
|<7/2 M|Sz|5/2 M>|: 0.9583 1.2372 1.3553
|<7/2 M|C60|5/2 M>|: 0.00895 0.03466 0.06329
R_J'^2, J'=7/2..15/2: 0.13747 0.52872 0.43506 0.09517 0.00440
2nd-order shift via J'=7/2 (cm^-1): -0.0200 -0.3004 -1.0014
2nd-order shift via J'=9/2 (cm^-1): -0.3370 -1.4154 -0.4718
2nd-order shift via J'=11/2 (cm^-1): -0.5258 -0.3287 -0.2301
2nd-order shift via J'=13/2 (cm^-1): -0.1092 -0.0044 -0.0466
2nd-order shift via J'=15/2 (cm^-1): -0.0024 -0.0026 -0.0004
2nd-order shift, sum (cm^-1): -0.9944 -2.0514 -1.7503
exact 66-state shift, +B60 (cm^-1): -0.9770 -2.0111 -1.7673 ; -B60: -1.0119 -2.0912 -1.7302
exact 14-state shift, +B60 (cm^-1): -0.0206 -0.2849 -1.0313
share of J'=7/2 in mean shift: 0.2756; of 9/2: 0.4638
induced E0, b20, b40 (cm^-1): -1.58517 0.04994 0.00181
overall splitting: 1.0341 cm^-1 = 1.4878 K
7/2 amplitude in M=1/2: 0.03164, weight 0.00100
gpar Stevens: 1.4286 0.8571 0.2857
gpar first order, +B60: 1.4114 0.9429 0.1142 ; -B60: 1.4457 0.7714 0.4573
gpar exact 66, +B60: 1.4125 0.9356 0.1094 ; -B60: 1.4467 0.7636 0.4518
gpar exact 14, +B60: 1.4109 0.9389 0.1098
first-order zero of gpar(1/2) at B60/D = 0.8328
gperp(1/2) Stevens, first order, exact: 0.8571 0.9429 0.9390
|mu_z|(1/2) Stevens 0.1429 muB = 1.325e-21 erg/G
|mu_z|(1/2) exact   0.0547 muB = 5.071e-22 erg/G
hexagonal B60+B66 shifts (cm^-1): -3.8251 -4.4276 -2.7181 ; gpar: 1.4011 0.9223 0.1037
hexagonal gperp(5/2) first order, exact: 0.2086 0.2072
gperp(5/2) exact with B66 alone: 0.2081
B40 alone, Stevens levels (cm^-1): 18.759 -56.277 37.518
B40 alone, exact levels (cm^-1): 9.629 -62.297 32.957
B40 with +B60 (cm^-1): 11.824 -62.368 25.548
B40 with -B60 (cm^-1): 5.222 -66.736 36.640
cross term B40*B60 (cm^-1): 3.423 1.810 -5.233
f^5 LS limit hexagonal shifts (cm^-1): -3.825 -4.428 -2.718 ; gperp(5/2): 0.2072
f^5 inputs F2, F4, F6, zeta (cm^-1): 80000 55000 40000 1200
f^5 E(7/2), E(9/2); Lande 7zeta/10 (cm^-1): 1091.5 2357.9 840.0
f^5 gJ: 0.3000 ; dgpar/dB60 (per 1000 cm^-1): -0.0332 0.1659 -0.3318
f^5 share of lowest J=7/2 in slope: 1.0016
f^5 +B60 shifts (cm^-1): -1.2010 -2.6670 -2.6969 ; gpar: 1.4857 0.9777 0.1294
f^5 hexagonal gperp(5/2), gperp(1/2): 0.1994 0.9797
\end{verbatim}
